# Proton Friction at rs = 2 from a Friedel-Adjusted Yukawa Potential

A simulation of protons coming to rest in an aluminium-like metal needs a drag coefficient for the conduction electrons. The choice sets how quickly a 1 keV proton loses energy to the electrons. If electronic friction acted alone, two quick estimates would give path lengths of 143 nm and 83 nm. Both use the Thomas–Fermi screening length. One treats the scattering to lowest order and the other treats it fully. Both take that length from weak-scattering theory, which is inaccurate at this density. Choosing it from the full scattering leads to the scheme below.

## What has to be computed

Atomic units are used: $\hbar=m_e=e=1$, lengths in bohr. The metal is replaced by a uniform, unpolarized electron gas at zero temperature with density parameter $r_s=2$:

$$n=\frac{3}{4\pi r_s^3}=0.02984,\qquad k_F=(3\pi^2n)^{1/3}=0.9596 .$$

The proton is a heavy classical particle with velocity $\mathbf v$. It carries a static spherical potential $V(r)$, in which each electron scatters independently.

In the proton's frame an electron of laboratory momentum $\mathbf p$ has momentum $\mathbf k=\mathbf p-\mathbf v$. Its scattering is elastic and on average removes the fraction $1-\cos\theta$ of $\mathbf k$. The force on the proton is therefore

$$\mathbf F=\frac{2}{(2\pi)^3}\int_{p<k_F}d^3p\;\mathbf k\,k\,\sigma_{tr}(k),\qquad
\sigma_{tr}=\int(1-\cos\theta)|f|^2d\Omega .$$

The factor 2 is for spin. Pauli blocking drops out. The net rate between two states of equal energy contains $f_{\mathbf k}(1-f_{\mathbf k'})-f_{\mathbf k'}(1-f_{\mathbf k})=f_{\mathbf k}-f_{\mathbf k'}$, where $f_{\mathbf k}$ is the occupation.

For small $v$, with $\mu$ the cosine between $\mathbf k$ and $\mathbf v$, the occupation is

$$\Theta(k_F-|\mathbf k+\mathbf v|)\simeq\Theta(k_F-k)-v\mu\,\delta(k-k_F).$$

The first term gives no force, by isotropy. The second gives

$$F_z=-\frac{2v}{8\pi^3}\,k_F^4\sigma_{tr}\int\mu^2d\Omega
=-\frac{k_F^4\sigma_{tr}}{3\pi^2}v ,$$

since $\int\mu^2d\Omega=4\pi/3$. With $n=k_F^3/3\pi^2$ the drag is $Qv$, where

$$Q=n\,k_F\,\sigma_{tr}(k_F).$$

At leading order in $v$, only scattering at the Fermi energy matters.

## The cross section in phase shifts

Write $f=k^{-1}\sum_l(2l+1)e^{i\delta_l}\sin\delta_l\,P_l(\cos\theta)$. Orthogonality of the $P_l$ gives

$$\int|f|^2d\Omega=\frac{4\pi}{k^2}\sum_l(2l+1)\sin^2\delta_l .$$

Multiplication by $\cos\theta$ couples neighbouring waves, with $\int\cos\theta\,P_lP_{l+1}d\Omega=4\pi(l+1)/[(2l+1)(2l+3)]$. Hence

$$\int\cos\theta|f|^2d\Omega=\frac{4\pi}{k^2}\sum_l2(l+1)\sin\delta_l\sin\delta_{l+1}\cos(\delta_l-\delta_{l+1}).$$

Because $2l+1=(l+1)+l$, the first sum can be regrouped as $\sum_l(l+1)(\sin^2\delta_l+\sin^2\delta_{l+1})$. For two angles $a,b$, expanding $\cos(a-b)$ gives

$$\sin^2a+\sin^2b-2\sin a\sin b\cos(a-b)$$
$$=\sin^2a\cos^2b+\cos^2a\sin^2b-2\sin a\sin b\cos a\cos b=\sin^2(a-b).$$

Therefore

$$\sigma_{tr}=\frac{4\pi}{k^2}\sum_{l=0}^\infty(l+1)\sin^2(\delta_l-\delta_{l+1}).$$

## The naive choice and its fault

Take the screened attraction $V=-e^{-r/\lambda}/r$. The radial wave obeys

$$u''=\left[\frac{l(l+1)}{r^2}+2V-k^2\right]u,\qquad u\to\sin(kr-l\pi/2+\delta_l).$$

For two potentials $V_a,V_b$ the equations give $(u_b'u_a-u_bu_a')'=2(V_b-V_a)u_au_b$. The bracket vanishes at the origin and tends to $-k\sin(\delta_b-\delta_a)$ far out, so

$$\sin(\delta_b-\delta_a)=-\frac2k\int_0^\infty(V_b-V_a)u_au_b\,dr. \tag{1}$$

Let $V_a=0$ and replace $u_b$ by the free wave $kr\,j_l(kr)$. This is the first Born approximation:

$$\delta_l\simeq-2k\int_0^\infty V\,j_l^2(kr)\,r^2dr .$$

Since $\sum_l(2l+1)j_l^2=1$, the weighted sum is

$$\sum_l(2l+1)\delta_l\simeq2k\int_0^\infty re^{-r/\lambda}dr=2k\lambda^2 .$$

A metal must screen the proton with one electron. As derived below, this means $(2/\pi)\sum(2l+1)\delta_l(k_F)=1$. In the Born approximation the condition gives $\lambda^2=\pi/4k_F$, or $\lambda=0.905$. This is the Thomas–Fermi length, since linear screening has $\lambda^{-2}=4\pi(k_F/\pi^2)$, with $k_F/\pi^2$ the density of states.

The Born amplitude is $f=2/(q^2+\lambda^{-2})$ with $q^2=2k_F^2w$ and $w=1-\cos\theta$. Setting $\eta=1/(2k_F^2\lambda^2)=2/(\pi k_F)$,

$$Q_B=\frac{k_F^4}{3\pi^2}\,\frac{2\pi}{k_F^4}\int_0^2\frac{w\,dw}{(w+\eta)^2}
=\frac{2}{3\pi}\left[\ln(1+\pi k_F)-\frac{\pi k_F}{1+\pi k_F}\right].$$

With $\pi k_F=3.015$ this is $0.2122(1.390-0.751)=0.136$. The formula belongs to the high-density limit of the model. There the s phase behaves as $\ln(\pi k_F)/(2k_F)$ and tends to zero. At $r_s=2$ the phases are not small.

Keeping the length but solving the radial equation numerically, as described below, gives $Q=0.234$. The same phases now correspond to 1.25 screening electrons. Full scattering has been combined with a length chosen for weak scattering, and the metal over-screens the proton by a quarter of an electron. The length must instead satisfy the sum rule with the same phases that enter the friction.

## Why the phases count electrons

Let a dot denote $\partial/\partial k$. Differentiating the radial equation gives $u\dot u''-\dot uu''=-2ku^2$, hence

$$\int_0^Ru^2dr=\frac1{2k}\left[\dot uu'-u\dot u'\right]_R .$$

Outside the potential put $u=\sin\varphi$, with $\varphi=kR-l\pi/2+\delta_l$. Then $u'=k\cos\varphi$, $\dot u=\dot\varphi\cos\varphi$ and $\dot u'=\cos\varphi-k\dot\varphi\sin\varphi$, so

$$\int_0^Ru^2dr=\frac12\left(R+\frac{d\delta_l}{dk}\right)-\frac{\sin2\varphi}{4k}.$$

For $l>0$ the outer wave has further corrections that vanish as $R\to\infty$. Subtract the same integral for the free wave. The oscillating remainder vanishes for large $R$ after integration over $k$, provided no level sits at zero energy. The content gained per wave is $\frac12d\delta_l/dk$.

A normalized state in a sphere of radius $R$ carries $2/R$ times $u^2$, and there are $R\,dk/\pi$ states per interval. With spin and the $2l+1$ orientations, the continuum gains

$$\frac2\pi\sum_l(2l+1)[\delta_l(k_F)-\delta_l(0)] .$$

At zero energy each phase is a multiple of $\pi$. As the attraction is switched on, that multiple rises by one whenever a new level becomes bound. Each such level, doubly filled, restores the subtracted $2(2l+1)$ electrons. The total is the Friedel sum

$$N=\frac2\pi\sum_l(2l+1)\delta_l(k_F),$$

with each phase followed continuously from zero as the attraction grows.

This also makes the search for $\lambda$ safe. Increasing $\lambda$ deepens $V$ at every $r$. For a small change, equation (1) then makes every phase rise. So $N$ increases steadily with $\lambda$, and $N=1$ has one root. At that root the phases are positive and their weighted sum is $\pi/2$, so each lies between 0 and $\pi/2$.

## Integrating the phases

The $1/r$ singularity and the centrifugal term make a uniform radial grid awkward. Put $r=e^x$ and $u=\sqrt r\,y$. Then $u'=e^{-x/2}(y_x+y/2)$ and $u''=e^{-3x/2}(y_{xx}-y/4)$, which gives

$$y_{xx}=g\,y,\qquad g=(l+\tfrac12)^2+2r^2V-k^2r^2 .$$

Adding the Taylor series of $y(x\pm h)$ gives $y_++y_--2y=h^2y_{xx}+h^4y_{xxxx}/12+\dots$. Replacing $h^2y_{xxxx}$ by the second difference of $gy$ yields the Numerov step

$$\left(1-\tfrac{h^2g_+}{12}\right)y_+=\left(2+\tfrac{10h^2g}{12}\right)y-\left(1-\tfrac{h^2g_-}{12}\right)y_- .$$

Near the nucleus $u=r^{l+1}(1+c_1r+c_2r^2+\dots)$ and $V=-1/r+1/\lambda+\dots$. Matching powers gives

$$c_1=-\frac1{l+1},\qquad c_2=\frac{-2c_1+2/\lambda-k^2}{4l+6}.$$

These start the integration at $r=10^{-3}$. It runs to about $r=16$ with $h=0.005$.

At two outer points, labelled 1 and 2, the wave is $u=A(\hat\jmath_l\cos\delta_l-\hat n_l\sin\delta_l)$. Here $\hat\jmath_l=kr\,j_l(kr)$ and $\hat n_l=kr\,y_l(kr)$, with $j_l$ and $y_l$ the spherical Bessel functions. Eliminating $A$ gives

$$\tan\delta_l=\frac{u_2\hat\jmath_1-u_1\hat\jmath_2}{u_2\hat n_1-u_1\hat n_2}.$$

A bracketing root search on $N(\lambda)-1$, with waves up to $l=12$, gives $\lambda=0.7971$. This is 12% below the Thomas–Fermi length.

The two lengths lie on opposite sides of the threshold for binding. At zero energy the s wave outside the potential is a straight line, and a level appears when that line becomes horizontal. Integrating the zero-energy equation places this at $\lambda=0.8399$. The Thomas–Fermi potential therefore has a bound level, while the adjusted one has none. The centrifugal barrier rules out binding at higher $l$ as well.

## Where the partial-wave sum may stop

The phases at the adjusted length are:

| $l$ | $\delta_l$ (rad) | Born $\delta_l$ (rad) | $N$ up to $l$ |
|---|---|---|---|
| 0 | 0.9186 | 0.6284 | 0.585 |
| 1 | 0.1414 | 0.1234 | 0.855 |
| 2 | 0.0302 | 0.0290 | 0.951 |
| 3 | 0.0074 | 0.0073 | 0.984 |
| 4 | 0.0019 | 0.0019 | 0.995 |

The Born values come from a closed form. Expanding two plane waves of equal wave number and averaging over the directions of $\mathbf r$ gives $\sin(qr)/(qr)=\sum_l(2l+1)j_l^2(kr)P_l(t)$, with $q^2=2k^2(1-t)$. Projecting on $P_l$ and doing the radial integral,

$$\delta_l\simeq k\int_{-1}^1\frac{P_l(t)\,dt}{2k^2(1-t)+\lambda^{-2}}=\frac{Q_l(X)}k,\qquad X=1+\frac1{2k^2\lambda^2},$$

where $Q_l(X)=\frac12\int_{-1}^1P_l(t)\,dt/(X-t)$ is the Legendre function of the second kind. It obeys $(l+1)Q_{l+1}=(2l+1)XQ_l-lQ_{l-1}$. At large $l$ the ratio $\rho$ of successive terms satisfies $\rho^2-2X\rho+1=0$. The decaying root is $\rho=1/(X+\sqrt{X^2-1})=0.293$ for $X=1.855$.

The transport sum converges faster than the electron count. Its first three terms at the adjusted length are

$$\sin^2(0.7771)=0.4917,\quad2\sin^2(0.1112)=0.0246,\quad3\sin^2(0.0228)=0.0016 .$$

With the small remainder the sum is 0.5181. The s–p term supplies 95% of it, although the s wave supplies only 58% of the screening charge.

It would be misleading to judge convergence from this sum at fixed $\lambda$. Setting $\delta_2$ and all higher phases to zero changes the sum to $0.4917+2\sin^2(0.1414)=0.5315$, an error of 2.6%. In an actual calculation with that cutoff, however, the root search makes the s and p waves carry the missing charge by lengthening $\lambda$. Repeating the search at each cutoff gives:

| highest $l$ | $\lambda$ (bohr) | $Q$ (a.u.) |
|---|---|---|
| 1 | 0.8937 | 0.2405 |
| 2 | 0.8223 | 0.2109 |
| 3 | 0.8047 | 0.2049 |
| 4 | 0.7995 | 0.2032 |
| 6 | 0.7973 | 0.2025 |
| 12 | 0.7971 | 0.2025 |

The s–p calculation is 19% above the converged friction. Stopping at $l=4$ leaves an error of 0.4%, well below the uncertainty of the potential.

## The result for a 1 keV proton

The cross section is $\sigma_{tr}=(4\pi/0.9208)(0.5181)=7.07$ bohr², and

$$Q=0.029842\times0.95958\times7.0704=0.2025\ \text{a.u.}$$

This lies between the two estimates that used the Thomas–Fermi length.

A 1 keV proton has $v=\sqrt{2E/M}=0.2001$, where $M$ is its mass. Its electronic stopping is $Qv=0.0405$ hartree/bohr, or 20.8 eV/nm. The momentum damping rate is $Q/M=4.56$ ps⁻¹. Friction alone gives $M\,dv/dx=-Q$, so the path length is $Mv/Q=96$ nm. This is a length along the track, not an implantation depth.

The speed is 21% of the Fermi speed. Evaluating the full Fermi-sphere integral by quadrature, with $V$ held fixed, gives a drag 1.3% below $Qv$. This does not include the change of the screening cloud with speed.

The larger uncertainty is the shape of the potential. The sum rule fixes the total charge, but friction depends on how the phases are shared among the waves. As an alternative, surround the proton with one electron of density $\alpha^3e^{-\alpha r}/8\pi$, so that $V=-(1/r+\alpha/2)e^{-\alpha r}$. Adjusting $\alpha$ to the same Friedel sum gives $Q=0.239$, 18% higher. Neither potential is self-consistent, and neither includes exchange and correlation. The difference shows sensitivity to shape; it is not an error bound. Self-consistent screening at the same density gives $Q\approx0.194$ without exchange and correlation, and $Q\approx0.257$ when both are included in the local-density approximation without spin polarization. The first value lies below the range of the two model potentials and the second lies above it.

Aluminium has a valence density near $r_s=2.1$, a rough value. To show the sensitivity, repeating the calculation at $r_s=2.07$ lowers $Q$ by 2.7%, to 0.197. Real aluminium also has nuclei, which deflect the proton. Their effect was estimated by classical scattering in the universal Ziegler–Biersack–Littmark potential. The energy transfer was integrated over impact parameters up to the atomic-cell radius, with three valence electrons per atom at $r_s=2$. At 1 keV this adds 3.0 eV/nm, or 15% of the electronic stopping, for a proton on a random path.

Deflection matters more than this energy loss. A collision that turns the proton by $\theta$ in the centre-of-mass frame transfers the energy $\frac12\gamma E(1-\cos\theta)$, where $\gamma=4MM_{Al}/(M+M_{Al})^2=0.139$ and $M_{Al}$ is the mass of an aluminium atom. A loss of 3.0 eV/nm therefore means that the initial direction is lost over about $\gamma E/2$ divided by 3.0 eV/nm, or 23 nm. This distance shrinks as the proton slows, so the depth reached is much smaller than the path length. A channelled proton avoids close collisions and samples a non-uniform electron density, so these numbers do not carry over to it unchanged. A head-on collision can raise a conduction electron's energy by at most $2v(v+k_F)$, or 12.6 eV. This bound does not cover core electrons, which move faster than $k_F$. Their excitation is left out of the model and is not estimated here.

The Yukawa model thus gives $Q\approx0.20$ a.u. The self-consistent local-density value of 0.257 shortens the friction-only path from 96 nm to about 76 nm. It is the better starting point for the drag, because it includes the exchange and correlation that the Yukawa model leaves out. Neither path length is a layer thickness. That requires following trajectories with both the drag and the deflections by nuclei.
